# Closure of transverse gas paths between growing parallel fibres: test program

```python
"""
Result under test: parallel fibres with random, overlapping centres lose all
transverse gas transport near porosity 0.32, while axial diffusion stays equal
to porosity times the free-gas diffusivity.
Symbols: n = fibre centres per area, r = fibre radius, eta = pi n r^2,
porosity = exp(-eta), D = free-gas diffusivity, S = exposed surface per volume,
k = surface rate constant, phi = Thiele modulus.
Geometry simulations use n = 1, so lengths are in units of n^(-1/2).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.ndimage import distance_transform_edt, label
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import breadth_first_order, minimum_spanning_tree
from scipy.sparse.linalg import spsolve
from scipy.spatial import Delaunay, cKDTree

rng = np.random.default_rng(20231)


def closing_radius(centres, side):
    """Smallest radius at which discs form a chain from left to right wall."""
    count = len(centres)
    tri = Delaunay(centres).simplices
    pairs = np.sort(np.vstack((tri[:, [0, 1]], tri[:, [1, 2]], tri[:, [0, 2]])), axis=1)
    codes = np.unique(pairs[:, 0].astype(np.int64) * count + pairs[:, 1])
    i, j = codes // count, codes % count
    half_gap = np.linalg.norm(centres[i] - centres[j], axis=1) / 2
    every = np.arange(count)
    rows = np.concatenate((i, every, every))
    cols = np.concatenate((j, np.full(count, count), np.full(count, count + 1)))
    weights = np.concatenate((half_gap, centres[:, 0], side - centres[:, 0]))
    graph = coo_matrix((weights, (rows, cols)), shape=(count + 2, count + 2)).tocsr()
    tree = minimum_spanning_tree(graph)
    _, previous = breadth_first_order(tree, count, directed=False,
                                      return_predecessors=True)
    chain = []
    node = previous[count + 1]
    while node != count:
        chain.append(node)
        node = previous[node]
    path = centres[chain]
    links = np.linalg.norm(np.diff(path, axis=0), axis=1) / 2
    return max(side - path[0, 0], path[-1, 0], links.max(initial=0.0))


def pixel_centres(side, pixels):
    x = (np.arange(pixels) + 0.5) * side / pixels
    return np.stack(np.meshgrid(x, x, indexing="ij"), axis=-1).reshape(-1, 2)


def nearest_centre_map(centres, side, pixels, periodic):
    tree = cKDTree(centres, boxsize=side if periodic else None)
    return tree.query(pixel_centres(side, pixels))[0].reshape(pixels, pixels)


def void_spans(void, axis):
    regions, _ = label(void)
    first = np.take(regions, 0, axis=axis)
    last = np.take(regions, -1, axis=axis)
    common = np.intersect1d(first, last)
    return bool(np.any(common > 0))


def effective_diffusivity(local, axis=0):
    """Finite-volume solution with unit concentration drop along one axis."""
    local = np.moveaxis(local, axis, 0)
    index = np.arange(local.size).reshape(local.shape)
    diagonal = np.zeros(local.size)
    rows, cols, values = [], [], []
    for direction in range(local.ndim):
        a = np.moveaxis(local, direction, 0)
        m = np.moveaxis(index, direction, 0)
        g = (2 * a[:-1] * a[1:] / (a[:-1] + a[1:])).ravel()
        p, q = m[:-1].ravel(), m[1:].ravel()
        diagonal += np.bincount(p, g, local.size) + np.bincount(q, g, local.size)
        rows += [p, q]
        cols += [q, p]
        values += [-g, -g]
    inlet = 2 * local[0].ravel()
    diagonal[index[0].ravel()] += inlet
    diagonal[index[-1].ravel()] += 2 * local[-1].ravel()
    rhs = np.zeros(local.size)
    rhs[index[0].ravel()] = inlet
    rows.append(index.ravel())
    cols.append(index.ravel())
    values.append(diagonal)
    matrix = coo_matrix((np.concatenate(values),
                         (np.concatenate(rows), np.concatenate(cols)))).tocsc()
    c = spsolve(matrix, rhs, permc_spec="MMD_AT_PLUS_A")
    flux = np.sum(inlet * (1 - c[index[0].ravel()]))
    return flux * local.shape[0] / local[0].size


# Porosity and exposed surface, measured on a large periodic random sample.
side = 100.0
centres = rng.random((10000, 2)) * side
tree = cKDTree(centres, boxsize=side)
probe_distance = tree.query(rng.random((100000, 2)) * side)[0]
angle = rng.random(len(centres)) * 2 * np.pi
ring = np.column_stack((np.cos(angle), np.sin(angle)))
print("POROSITY AND EXPOSED SURFACE (n = 1)")
for radius in (0.4, 0.6):
    measured = np.mean(probe_distance > radius)
    predicted = np.exp(-np.pi * radius**2)
    on_surface = np.mod(centres + radius * ring, side)
    exposed = np.mean(tree.query(on_surface)[0] > radius * (1 - 1e-8))
    surface = 2 * np.pi * radius * exposed
    surface_formula = 2 * np.pi * radius * predicted
    assert abs(measured - predicted) < 0.015       # sampling noise
    assert abs(exposed - predicted) < 0.025        # sampling noise
    print(f"r={radius:.1f}: porosity {measured:.3f}, formula {predicted:.3f}; "
          f"S {surface:.3f}, formula {surface_formula:.3f}")

# Uniform deposition and fibre/void duality on the same finite samples.
side, pixels = 16.0, 400
pixel = side / pixels
largest_mismatch = 0.0
for sample in range(6):
    centres = rng.random((256, 2)) * side
    distance = nearest_centre_map(centres, side, pixels, periodic=False)
    if sample == 0:
        void = distance > 0.4
        to_solid = distance_transform_edt(void) * pixel
        growth_error = np.max(np.abs(to_solid - (distance - 0.4))[void])
        assert growth_error < 1.5 * pixel          # pixelated solid boundary
    low, high = 0.0, 2.0
    for _ in range(16):
        middle = (low + high) / 2
        if void_spans(distance > middle, axis=1):
            low = middle
        else:
            high = middle
    mismatch = abs(low - closing_radius(centres, side))
    largest_mismatch = max(largest_mismatch, mismatch)
assert largest_mismatch < pixel                    # grid path error below a pixel
print("GROWTH AND DUALITY (lengths in pixels)")
print(f"largest error of deposit distance: {growth_error / pixel:.2f}")
print(f"largest fibre/void closing-radius mismatch: {largest_mismatch / pixel:.2f}")

# Grid-free closing threshold at two sample sizes.
print("TRANSVERSE CLOSURE")
spread = {}
for cells, samples in ((16, 120), (64, 90)):
    eta = np.array([np.pi * closing_radius(rng.random((cells**2, 2)) * cells, cells)**2
                    for _ in range(samples)])
    spread[cells] = eta.std(ddof=1)
    eta_c = eta.mean()
    eta_error = spread[cells] / np.sqrt(samples)
    porosity_c = np.exp(-eta_c)
    print(f"{cells**2} fibres, {samples} samples: eta_c {eta_c:.4f} +- {eta_error:.4f}, "
          f"spread {spread[cells]:.4f}")
    print(f"  closing porosity {porosity_c:.4f} +- {porosity_c * eta_error:.4f}")
assert 0.312 < porosity_c < 0.335
assert spread[16] / spread[64] > 1.8

# Solver check: one insulating disc in a square cell, solid fraction 0.2.
unit = pixel_centres(1.0, 120) - 0.5
single_void = np.hypot(unit[:, 0], unit[:, 1]).reshape(120, 120) > np.sqrt(0.2 / np.pi)
single = effective_diffusivity(np.where(single_void, 1.0, 1e-6))
single_formula = (1 - 0.2) / (1 + 0.2)
assert abs(single - single_formula) < 0.02         # staircase boundary
print(f"single-disc solver check: D_eff/D {single:.4f}, Maxwell {single_formula:.4f}")

# Transverse transport while the same fibres grow.
leak = 1e-6
porosities = (0.80, 0.60, 0.45, 0.38, 0.22)
side = 16.0
transport = {90: np.zeros((3, 5)), 180: np.zeros((3, 5))}
for sample in range(3):
    centres = rng.random((256, 2)) * side
    for grid in transport:
        distance = nearest_centre_map(centres, side, grid, periodic=True)
        for column, porosity in enumerate(porosities):
            radius = np.quantile(distance, 1 - porosity)
            local = np.where(distance > radius, 1.0, leak)
            transport[grid][sample, column] = effective_diffusivity(local)
coarse, fine = transport[90].mean(axis=0), transport[180].mean(axis=0)
print(f"TRANSVERSE D_eff/D (3 samples, solid leak {leak:.0e})")
for porosity, a, b in zip(porosities, coarse, fine):
    print(f"porosity {porosity:.2f}: coarse grid {a:.2e}, fine grid {b:.2e}")
assert np.all(np.diff(fine) < 0)
assert fine[2] > 0.02 and fine[4] < 1e-3
assert all(b < p / (2 - p) + 0.03 for p, b in zip(porosities, fine))

# A straight three-dimensional block, blocked sideways but open axially.
section = distance[::6, ::6]
section_void = section > np.quantile(section, 0.78)
block = np.repeat(np.where(section_void, 1.0, leak)[:, :, None], 8, axis=2)
block_porosity = section_void.mean()
axial = effective_diffusivity(block, axis=2)
sideways = effective_diffusivity(block, axis=0)
assert abs(axial - block_porosity) < 1e-5          # solid leak
assert sideways < 1e-3
print("STRAIGHT 3D BLOCK (coarse)")
print(f"porosity {block_porosity:.4f}, axial D_eff/D {axial:.4f}, "
      f"transverse {sideways:.1e}")

# Neglected effect: fibres that do not overlap before deposition.
side, count = 30.0, 900
start_radius = np.sqrt(0.40 / np.pi)
hard_porosity = []
for _ in range(8):
    centres = np.empty((count, 2))
    placed = 0
    while placed < count:
        trial = rng.random(2) * side
        gap2 = np.sum((centres[:placed] - trial)**2, axis=1)
        if placed == 0 or gap2.min() >= 4 * start_radius**2:
            centres[placed] = trial
            placed += 1
    inner = nearest_centre_map(centres, side, 150, periodic=False)[10:-10, 10:-10]
    hard_porosity.append(np.mean(inner > closing_radius(centres, side)))
hard_mean = np.mean(hard_porosity)
hard_error = np.std(hard_porosity, ddof=1) / np.sqrt(len(hard_porosity))

# Neglected effect: random fibre tilt, followed through a stack of sections.
side, grid, layers, tilt_porosity = 20.0, 160, 41, 0.22
radius = np.sqrt(-np.log(tilt_porosity) / np.pi)
centres = rng.random((400, 2)) * side
shift = rng.normal(0, 6 * radius, centres.shape)
stack = np.empty((grid, grid, layers), dtype=bool)
for layer, height in enumerate(np.linspace(0, 1, layers)):
    moved = np.mod(centres + height * shift, side)
    stack[:, :, layer] = nearest_centre_map(moved, side, grid, periodic=True) > radius
straight_open = void_spans(stack[:, :, 0], axis=0)
tilted_open = void_spans(stack, axis=0)
assert not straight_open and tilted_open

# Worked example in the regime of slow isothermal vapour infiltration.
temperature = 1300.0                 # K
pressure_torr = 100.0                # Torr
r0 = 4e-6                            # m
start_porosity = 0.60
half_length = 5e-3                   # m
k = 2e-6                             # m/s
molar_mass = 0.050                   # kg/mol
molecule_diameter = 0.5e-9           # m
deposit_volume = 12e-6               # m^3/mol, one deposit unit per molecule
pressure = pressure_torr * const.torr
n = -np.log(start_porosity) / (np.pi * r0**2)
r_close = np.sqrt(eta_c / (np.pi * n))
free_path = const.k * temperature / (np.sqrt(2) * np.pi * molecule_diameter**2 * pressure)
speed = np.sqrt(8 * const.R * temperature / (np.pi * molar_mass))
D = free_path * speed / 3
growth = k * pressure / (const.R * temperature) * deposit_volume
hours = (r_close - r0) / growth / 3600
pore = 2 / (np.pi * n * r_close)
knudsen = free_path / pore
surface = 2 * np.pi * n * r_close * porosity_c
phi_axial = half_length * np.sqrt(k * surface / (porosity_c * D))
centre_ratio = 1 / np.cosh(phi_axial)

# Independent finite-difference solution for depletion, symmetric at the centre.
points = 400
step = 1 / points
bands = np.zeros((3, points))
bands[0, 1:] = 1
bands[0, 1] = 2
bands[1] = -2 - (phi_axial * step)**2
bands[2, :-1] = 1
right = np.zeros(points)
right[-1] = -1
centre_numeric = solve_banded((1, 1), bands, right)[0]
assert abs(centre_numeric - centre_ratio) < 1e-5

print("WORKED EXAMPLE: INPUTS")
print(f"T {temperature:.0f} K, p {pressure_torr:.0f} Torr, r0 {r0*1e6:.1f} um, "
      f"initial porosity {start_porosity:.2f}")
print(f"half-length {half_length*1e3:.1f} mm, k {k:.1e} m/s, "
      f"molar mass {molar_mass*1e3:.0f} g/mol")
print(f"molecule diameter {molecule_diameter*1e9:.1f} nm, "
      f"deposit volume {deposit_volume*1e6:.0f} cm3/mol")
print("WORKED EXAMPLE: RESULTS")
print(f"fibre density n: {n*1e-12:.5f} per um2")
print(f"radius at closure: {r_close*1e6:.3f} um")
print(f"deposit at closure: {(r_close-r0)*1e6:.3f} um")
print(f"growth rate: {growth*3.6e9:.4f} um/h; time to closure: {hours:.1f} h")
print(f"mean speed: {speed:.0f} m/s; free-gas D: {D*1e4:.3f} cm2/s")
print(f"axial D_eff at closure: {porosity_c*D*1e4:.3f} cm2/s")
print(f"exposed surface at closure: {surface*1e-6:.4f} per um")
print(f"axial Thiele modulus at closure: {phi_axial:.3f}")
print(f"centre/edge concentration: {centre_ratio:.4f}, numerical {centre_numeric:.4f}")
for column in (1, 2):
    porosity = porosities[column]
    r_now = np.sqrt(-np.log(porosity) / (np.pi * n))
    s_now = 2 * np.pi * n * r_now * porosity
    phi_side = half_length * np.sqrt(k * s_now / (fine[column] * D))
    phi_along = half_length * np.sqrt(k * s_now / (porosity * D))
    print(f"porosity {porosity:.2f}: Thiele transverse {phi_side:.3f}, "
          f"axial {phi_along:.3f}")
print("NEGLECTED EFFECTS")
print(f"mean free path {free_path*1e6:.3f} um, pore diameter {pore*1e6:.2f} um, "
      f"Knudsen number {knudsen:.3f}")
print(f"Bosanquet factor on axial D: {1/(1+knudsen):.3f}")
print(f"initially non-overlapping fibres, closing porosity: "
      f"{hard_mean:.3f} +- {hard_error:.3f}")
r_tilt = np.sqrt(-np.log(tilt_porosity) / (np.pi * n))
tangent = 6 * r_tilt / (2 * half_length)
print(f"porosity {tilt_porosity:.2f}, void spans sideways: straight {straight_open}, "
      f"tilted {tilted_open}")
print(f"tilted stack porosity: {stack.mean():.3f}")
print(f"rms tilt per axis: {np.degrees(np.arctan(tangent)):.3f} degree; "
      f"tangent squared {tangent**2:.1e}")
print("all tests passed")
```

Running it gives:

```
POROSITY AND EXPOSED SURFACE (n = 1)
r=0.4: porosity 0.610, formula 0.605; S 1.497, formula 1.520
r=0.6: porosity 0.329, formula 0.323; S 1.211, formula 1.217
GROWTH AND DUALITY (lengths in pixels)
largest error of deposit distance: 1.00
largest fibre/void closing-radius mismatch: 0.60
TRANSVERSE CLOSURE
256 fibres, 120 samples: eta_c 1.1537 +- 0.0146, spread 0.1599
  closing porosity 0.3155 +- 0.0046
4096 fibres, 90 samples: eta_c 1.1273 +- 0.0062, spread 0.0588
  closing porosity 0.3239 +- 0.0020
single-disc solver check: D_eff/D 0.6624, Maxwell 0.6667
TRANSVERSE D_eff/D (3 samples, solid leak 1e-06)
porosity 0.80: coarse grid 5.21e-01, fine grid 5.65e-01
porosity 0.60: coarse grid 2.01e-01, fine grid 2.38e-01
porosity 0.45: coarse grid 5.38e-02, fine grid 7.87e-02
porosity 0.38: coarse grid 1.18e-05, fine grid 3.35e-02
porosity 0.22: coarse grid 3.18e-06, fine grid 4.27e-06
STRAIGHT 3D BLOCK (coarse)
porosity 0.2200, axial D_eff/D 0.2200, transverse 1.7e-06
WORKED EXAMPLE: INPUTS
T 1300 K, p 100 Torr, r0 4.0 um, initial porosity 0.60
half-length 5.0 mm, k 2.0e-06 m/s, molar mass 50 g/mol
molecule diameter 0.5 nm, deposit volume 12 cm3/mol
WORKED EXAMPLE: RESULTS
fibre density n: 0.01016 per um2
radius at closure: 5.942 um
deposit at closure: 1.942 um
growth rate: 0.1066 um/h; time to closure: 18.2 h
mean speed: 742 m/s; free-gas D: 2.998 cm2/s
axial D_eff at closure: 0.971 cm2/s
exposed surface at closure: 0.1229 per um
axial Thiele modulus at closure: 0.252
centre/edge concentration: 0.9692, numerical 0.9692
porosity 0.60: Thiele transverse 0.327, axial 0.206
porosity 0.45: Thiele transverse 0.552, axial 0.231
NEGLECTED EFFECTS
mean free path 1.212 um, pore diameter 10.54 um, Knudsen number 0.115
Bosanquet factor on axial D: 0.897
initially non-overlapping fibres, closing porosity: 0.281 +- 0.007
porosity 0.22, void spans sideways: straight False, tilted True
tilted stack porosity: 0.217
rms tilt per axis: 0.237 degree; tangent squared 1.7e-05
all tests passed
```
